# Wigner-Seitz rules from canonical bands, with a d-band test

An fcc crystal of identical square wells, each 9 Ry deep and 1.5 bohr in radius, has a d level at $-0.195$ Ry and another at $0.173$ Ry, both at the zone-boundary point X. These energies come from a plane-wave diagonalization of the whole crystal, whose finite cutoff leaves both a little over 0.001 Ry too high. The radial equation in a single sphere of radius 2.7 bohr, with no crystal around it, gives $-0.196$ Ry when the d wave is required to have zero slope at the surface, and $0.154$ Ry when it is required to vanish there. These are the lowest and highest of the pure-d levels computed below, not established edges of the complete band structure. Why should two boundary conditions on one sphere come so near them?

Let $\phi(r)$ be the radial function of angular momentum $l$ at energy $E$, and let

$$D(E)=\frac{s\,\phi'(s)}{\phi(s)}$$

be its logarithmic derivative at the sphere radius $s$. The Wigner-Seitz rules place the bottom of the band at $D=0$, its centre at $D=-l-1$ and its top at $D=\infty$. To see what supports them, take one atom per cell and the atomic-sphere approximation: the sphere has the volume of the cell, the overlap of neighbouring spheres is ignored, and the wave between spheres is given zero kinetic energy, so that it obeys Laplace's equation. Bands of different $l$ are first kept apart, without hybridization. Energies are in rydberg and lengths in bohr, so $u=r\phi$ obeys $-u''+[l(l+1)/r^2+V]u=Eu$.

Outside its sphere $\phi$ continues as a sum of the two radial solutions of Laplace's equation, $A(r/s)^l+B(r/s)^{-l-1}$. With $\phi(s)=1$, matching value and slope requires $A+B=1$ and $lA-(l+1)B=D$. Inserting $B=1-A$ in the second condition gives

$$A=\frac{D+l+1}{2l+1},\qquad B=\frac{l-D}{2l+1}.$$

Now give each site an orbital equal to $\phi-A(r/s)^l$ inside its sphere and to $B(r/s)^{-l-1}$ outside. It is smooth at $s$ by construction, but the term $-A(r/s)^l$ does not solve the Schrödinger equation inside the sphere. In a crystal state the tails from all other sites must cancel it.

Those tails are regular at the home site and can be expanded there in functions $(r/s)^{l}Y_{lm}$. Write the expansion coefficient of a tail $(r/s)^{-l-1}Y_{lm'}$ centred at another site as $-S_{mm'}/[2(2l+1)]$, which defines $S$. If $c_m$ are the orbital amplitudes, and $S(\mathbf k)$ is the sum of $S$ over all other sites with Bloch phases $e^{i\mathbf k\cdot\mathbf R}$, cancellation demands

$$A\,c_m=-\frac{B}{2(2l+1)}\sum_{m'}S_{mm'}(\mathbf k)\,c_{m'}.$$

Multiply by $-2(2l+1)/B$ and use $-A/B=(D+l+1)/(D-l)$. The result is an eigenvalue problem,

$$P(E)\,c=S(\mathbf k)\,c,\qquad P=2(2l+1)\frac{D+l+1}{D-l}.$$

The potential enters through $P$ alone and the lattice through $S$ alone. The eigenvalues $S_i(\mathbf k)$ are the canonical bands.

The elements of $S$ follow from a tail's behaviour near the line joining two sites. Take this line as the $z$ axis, with the home site a distance $R$ from the source, and let $\varpi$ be the distance from the axis. For azimuthal number $m\ge0$, $Y_{lm}$ near the axis is a constant $C_{lm}$ times $(\varpi/r)^m e^{im\varphi}$. The tail $r^{-l-1}Y_{lm}$ there is $C_{lm}\varpi^m e^{im\varphi}Z^{-l-m-1}$, with $Z$ measured from the source, and the regular function $r^lY_{lm}$ about the home site is $C_{lm}\varpi^m e^{im\varphi}z^{l-m}$. Laplace's equation fixes the higher powers of $\varpi$ from this leading one, so each power of $z$ identifies one regular function. Setting $Z=R+z$, the coefficient of $z^{l-m}$ in $(R+z)^{-l-m-1}$ is

$$(-1)^{l-m}\binom{2l}{l-m}R^{-2l-1}.$$

The constant $C_{lm}$ cancels, and the scaling of both functions by $s$ turns $R^{-2l-1}$ into $(s/R)^{2l+1}$. Equating this to $-S/[2(2l+1)]$ gives a matrix diagonal in $m$,

$$S_{llm}=(-1)^{l+m+1}\,2(2l+1)\binom{2l}{l+m}\left(\frac sR\right)^{2l+1}.$$

Reflection gives the same value for $-m$. For d states, $m=0,1,2$ yield the $\sigma,\pi,\delta$ elements $10(-6,4,-1)(s/R)^5$. For other bond directions the matrix is rotated.

To turn statements about $S$ into statements about energy we need the slope of $P(E)$. Differentiate the radial equation with respect to $E$, with a dot for the derivative: $\dot u''=[l(l+1)/r^2+V-E]\dot u-u$. Then $(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-u^2$. The bracket vanishes at the origin, so integration to $s$ gives

$$\frac{d}{dE}\frac{u'}{u}\bigg|_s=\frac{u\dot u'-u'\dot u}{u^2}\bigg|_s=-\frac{1}{u(s)^2}\int_0^s u^2dr.$$

Because $D=su'/u-1$ at $s$, its energy derivative is $s$ times this. Moreover,

$$\frac{dP}{dD}=2(2l+1)\frac{(D-l)-(D+l+1)}{(D-l)^2}=-\frac{2(2l+1)^2}{(D-l)^2}.$$

The two minus signs combine into

$$\frac{dP}{dE}=\frac{2(2l+1)^2\,s}{(D-l)^2u(s)^2}\int_0^s u^2dr>0.$$

Thus a higher canonical eigenvalue means a higher energy on one branch of $P$. The branch ends where $D=l$. It does not end at $D=\infty$: there $u(s)$ vanishes, but $(D-l)u(s)=s[s\phi'(s)-l\phi(s)]$ stays finite. A band can therefore pass smoothly through a node at the sphere.

Solving the definition of $P$ for $D$, with $P=S$, starts from $S(D-l)=2(2l+1)(D+l+1)$. Collecting the terms in $D$ gives

$$D=\frac{lS+2(2l+1)(l+1)}{S-2(2l+1)}.$$

The three rules are now statements about the lattice. For $l>0$ they say that the band starts at $S=-2(2l+1)(l+1)/l$, is centred at $S=0$ and ends at $S=2(2l+1)$. For d bands these numbers are $-15$, $0$ and $10$. Whether they are right can be decided without choosing a potential.

The centre is the firmest of the three. For one bond the trace of $S$ is proportional to

$$\sum_{m=-l}^{l}(-1)^m\binom{2l}{l+m}=(-1)^l(1-1)^{2l}=0\qquad(l>0).$$

A rotation does not change a trace, so every term of the Bloch sum is traceless. The $2l+1$ eigenvalues average to zero at each $\mathbf k$, not merely over the zone. Within the unhybridized model, $D=-l-1$ is thus the centre of gravity on the $P$ scale. It need not be the midpoint between the edges, and for d bands it is not: $-15$ and $10$ have midpoint $-2.5$.

On the energy scale the curvature of $E(P)$ matters. Expanding $E(S)$ about $S=0$ and averaging removes the linear term, leaving

$$\langle E\rangle\simeq E(0)+\tfrac12E''(0)\langle S^2\rangle$$

to second order. The mean square is a sum over bonds, since averaging the product of two Bloch sums over the zone retains only equal lattice vectors. For d states it is

$$\langle S^2\rangle=\frac{100(36+2\cdot16+2\cdot1)}5\sum_{\mathbf R\ne0}\left(\frac sR\right)^{10}=1400\sum_{\mathbf R\ne0}\left(\frac sR\right)^{10}.$$

In fcc this is 45.8. A rectangular density of width $W$ has variance $W^2/12$, so one with this variance has $W=\sqrt{12\times45.8}=23.4$, about 6% less than the 25 units between the rule edges. The second moment thus accounts for the scale of the width, but a rectangle is an assumed shape and does not locate the edges.

Long waves give the rule value for the bottom of the s band and both rule values for the p band. When $k\to0$, the s sum $-2\sum e^{i\mathbf k\cdot\mathbf R}s/R$ is dominated by large distances and becomes an integral divided by the cell volume $\Omega=4\pi s^3/3$. The Fourier transform of $1/r$ is $4\pi/k^2$, so

$$S_s\to-2s\,\frac{4\pi}{\Omega k^2}=-\frac6{(ks)^2}.$$

With $l=0$ the inversion reads $D=2/(S-2)$, hence $D\to-(ks)^2/3$. The bottom of the s band, at $k=0$, has zero slope at the sphere.

For p states the bond elements 12 and $-6$ combine into the matrix $6(s/R)^3(3n_in_j-\delta_{ij})$, where $\mathbf n$ is the bond direction. Away from the origin, $(3n_in_j-\delta_{ij})/r^3$ equals $\partial_i\partial_j(1/r)$. The latter also contains $-(4\pi/3)\delta_{ij}\delta(\mathbf r)$, because its trace is $-4\pi\delta(\mathbf r)$ and the origin prefers no direction. Its Fourier transform is $-4\pi k_ik_j/k^2$, and removing the contact term adds $4\pi\delta_{ij}/3$.

In a cubic lattice this integral gives the small-$k$ limit of the sum. Choose a ball much larger than the lattice spacing but much smaller than $1/k$. Inside it the phase is nearly one, and both the sum, by cubic symmetry, and the integral, by its angular average, vanish. Outside it the summand varies slowly. Multiplying by $6s^3/\Omega=9/(2\pi)$ gives

$$S_{ij}\to6\delta_{ij}-18\frac{k_ik_j}{k^2}.$$

The longitudinal eigenvalue is $-12$ and the two transverse ones are $6$. These are the values that correspond to $D=0$ and $D=\infty$ for $l=1$. A sampling of the fcc zone found p eigenvalues from $-11.96$ to $5.98$, so it gave no sign of states beyond these limits, though sampling is not a proof. That the long-wave values bound the band is a property of the lattice: simple cubic has the same small-$k$ limit, yet its p eigenvalues extend below $-13.7$ and above $7.6$. The separation of $l$ matters here: the s-p element follows the gradient of $1/R$, whose transform grows as $1/k$, so hybridization cannot be neglected for the longitudinal state. At the top of the fcc s band the rule is approximate even without hybridization: the largest sampled $S$ is 1.81 rather than 2, and $1/D=-0.095$ rather than zero.

For d bands the edges depend on the lattice, but symmetry shows why the two boundary conditions arise. Consider an even Bloch state at a wave vector equivalent to its negative. Translation followed by inversion gives

$$\psi(\mathbf R-\mathbf r)=e^{i\mathbf k\cdot\mathbf R}\psi(-\mathbf r)=e^{i\mathbf k\cdot\mathbf R}\psi(\mathbf r),$$

with a phase of $+1$ or $-1$. Put $\mathbf r=\mathbf R/2+\boldsymbol\xi$. For phase $+1$ the state is even in $\boldsymbol\xi$ about the bond midpoint and its gradient vanishes there; for phase $-1$ it is odd and its value vanishes.

At the fcc point X, $\mathbf k=(2\pi/a)(0,0,1)$ with $a$ the cubic lattice constant. Bonds in the $xy$ plane have phase $+1$, and the other eight nearest-neighbour bonds have phase $-1$. The lobes of $xy$ point along the first kind; those of $xz$ point along bonds of the second kind. The midpoints lie at $0.905s$, close to the sphere. This suggests $D\approx0$ for $xy$ and $D\approx\infty$ for $xz$, but a condition at a few points is not a condition on the whole sphere, and the canonical matrix has to supply the numbers.

Nearest neighbours already show the pattern. For a bond in the plane of the orbital's lobes, let $n$ and $p$ be coordinates along and across it in that plane, and $q$ the third. The orbital is, up to sign,

$$\frac{n^2-p^2}{2}=\frac{\sqrt3}{2}\,\frac{2n^2-p^2-q^2}{2\sqrt3}-\frac12\,\frac{p^2-q^2}{2},$$

where $(n^2-p^2)/2$, $(2n^2-p^2-q^2)/(2\sqrt3)$ and $(p^2-q^2)/2$ all have the same norm over angles as a product such as $nq$. The squared coefficients therefore give weight $3/4$ in $\sigma$ and $1/4$ in $\delta$. For a bond in either other coordinate plane, one of the orbital's two coordinates is $(n\pm p)/\sqrt2$ and the other is $q$. The products $nq$ and $pq$ have weights $1/2$ in $\pi$ and $1/2$ in $\delta$. Adding the twelve bonds with their phases gives

$$S_{xy}=4\left(\tfrac34\sigma+\tfrac14\delta\right)-8\left(\tfrac12\pi+\tfrac12\delta\right)=3\sigma-4\pi-3\delta,$$

$$S_{xz}=-4\left(\tfrac34\sigma+\tfrac14\delta\right)+(4-4)\left(\tfrac12\pi+\tfrac12\delta\right)=-3\sigma-\delta.$$

Let $c=10(s/R)^5$. With $R/s=2\times0.9047$, $c=0.516$. Inserting $(\sigma,\pi,\delta)=c(-6,4,-1)$ gives $S_{xy}=-31c=-16.0$ and $S_{xz}=19c=9.8$. The full lattice sums change them to $-14.6$ and $10.9$. The rule values $-15$ and $10$ are therefore close to these two states, but they are not limits that the d band must respect.

Indeed, the sampled fcc d band runs from $-16.4$ to $10.9$, and the bcc band from $-16.2$ to $12.3$. The corresponding bottom values are $D=0.11$ and $0.09$; at the top, $1/D=0.02$ and $0.04$. The quantity to compare at the top is $1/D$, because $D$ itself changes sign through infinity. Part of this closeness comes from the map between $S$ and $D$. Near the bottom $dD/dS=-(D-2)^2/50\simeq-0.08$, and near the top $1/D=(S-10)/(2S+30)\simeq(S-10)/50$. An error of one unit in $S$ looks small in either variable. In width the difference is more visible: 25 units is 9% less than the sampled fcc width of 27.3 and 12% less than the bcc width of 28.5.

The square-well crystal shows what this means in energy. The potential is zero outside the wells. With $s=2.7$ bohr, the fcc condition $a^3/4=4\pi s^3/3$ gives $a=6.909$ bohr. The regular d solution inside a well is $j_2(Kr)$ with $K^2=E+9$. Outside it is a combination of $j_2(kr)$ and $y_2(kr)$ with $k^2=E$, matched in value and slope at 1.5 bohr; for negative $E$ the same formula holds with imaginary $k$. This determines $D(E)$ at $s$. The three rule energies are $-0.196$ Ry for $D=0$, $-0.017$ Ry for $D=-3$ and $0.154$ Ry for $D=\infty$.

The canonical energies below solve $P(E)=S$, while the plane-wave energies use neither atomic spheres nor structure constants. Reflection symmetry selects d states that cannot mix with s or p. They can still contain $l=4$ and higher components, so "pure d" here means free of s and p.

| State | $S$ | Canonical (Ry) | Plane waves (Ry) |
|---|---:|---:|---:|
| Γ, $xy$ | −2.74 | −0.056 | −0.056 |
| Γ, $x^2-y^2$ | 4.12 | 0.048 | 0.049 |
| X, $xy$ | −14.60 | −0.192 | −0.195 |
| X, $x^2-y^2$ | 9.13 | 0.138 | 0.138 |
| X, $xz$ | 10.94 | 0.172 | 0.173 |

The differences between the last two columns are below 0.003 Ry, but the plane-wave energies are upper bounds that have not converged in the last digit. Enlarging the cutoff from 15 to 20 units of $2\pi/a$ lowered the X, $xy$ level by 0.0016 Ry. For a potential with a step the energy error falls roughly as the inverse cube of the cutoff, so about $0.0016\times15^3/(20^3-15^3)=0.0012$ Ry remains. The remainder differs slightly from state to state: the converged levels lie 0.0012 to 0.0014 Ry below the plane-wave energies, at $-0.1959$ Ry for X, $xy$ and $0.1715$ Ry for X, $xz$. The largest gap to the canonical column is then 0.004 Ry, at X, $xy$, and the other four are below 0.001 Ry. The same comparison can be read from the wave functions. The nearest other well starts $2(0.9047)(2.7)-1.5=3.4$ bohr from the central atom, outside its sphere, so the d component of a plane-wave state obeys the same radial equation up to $s$. Its logarithmic derivative is $D=-0.014$ for X, $xy$, and $1/D=0.017$ for X, $xz$. Because the radial equation is the same, these values are $D(E)$ at the plane-wave energies up to cutoff error, so they restate the energy comparison rather than add independent evidence. Near the bottom $P$ changes by 0.405 over 0.0038 Ry, so a shift of 0.0016 Ry moves $P$ by 0.17 and $D$ by about $0.08\times0.17=0.014$; the first value is not resolved from zero.

Against the tabulated plane-wave levels the bottom rule misses X, $xy$ by about 0.001 Ry and the top rule misses X, $xz$ by 0.019 Ry; against the converged levels the misses are under 0.001 Ry and 0.017 Ry, the latter 5% of the 0.37 Ry separating these levels. The first figure is accidental: the rule lies 0.004 Ry below the canonical X, $xy$ energy, and the converged level also lies nearly 0.004 Ry below the canonical one, so the two errors almost cancel. The canonical column identifies the source of the second error: moving from $S=10$ to $10.94$ raises the energy from 0.154 to 0.172 Ry. The rules give a width of 0.350 Ry (4.8 eV), against 0.368 Ry (5.0 eV) between the two plane-wave levels.

The centre can be checked at Γ, where three states are equivalent to $xy$ and two to $x^2-y^2$. Their canonical sum is $3(-2.744)+2(4.116)=0$, as the trace requires. Their mean plane-wave energy is $[3(-0.0557)+2(0.0494)]/5=-0.014$ Ry, compared with $-0.017$ Ry at $D=-3$. The curvature $E''(0)=4.41\times10^{-4}$ Ry accounts for most of the difference. At Γ the mean of $S^2$ is $[3(2.744)^2+2(4.116)^2]/5=11.3$, and the second-order shift is $\tfrac12(4.41\times10^{-4})(11.3)=0.0025$ Ry. This matches the canonical mean, $[3(-0.0564)+2(0.0483)]/5=-0.0145$ Ry; the remaining 0.001 Ry to the plane-wave mean is at the level of the cutoff error, and removing that error brings the crystal mean to $-0.015$ Ry, slightly below the canonical one. Over the whole canonical band $\langle S^2\rangle=45.8$ and the shift is 0.010 Ry. This places the mean at $-0.007$ Ry, in agreement with the direct average.

One state at X is missing from the table. Since the five eigenvalues sum to zero and $xz$ has the equivalent partner $yz$, the $3z^2-r^2$ state has

$$S=-[-14.595+9.127+2(10.936)]=-16.40.$$

This is the sampled bottom of the fcc canonical band, below X, $xy$. It shares the symmetry of an s state, so in the real crystal the two can mix and its unhybridized value does not fix an energy. The comparison above therefore concerns pure-d levels, not the edges of the complete band structure.

The example also favours the approximation: the potential between the wells is flat and the d energies lie near its value, so zero kinetic energy between spheres is a reasonable choice. Far from that energy, or with strong hybridization, the separation into one $P$ and one canonical band loses accuracy. With wells 7 Ry deep the X, $xy$ and X, $xz$ levels rise to 0.71 and 1.53 Ry and the canonical energies miss them by 0.026 and 0.013 Ry; with wells 11 Ry deep the levels fall to $-1.49$ and $-1.34$ Ry and the misses are 0.010 and 0.002 Ry. The bottom rule then misses by 4% and 6% of the separation of the two levels, so its near-exact result at 9 Ry does not carry over, while the top rule misses by 3% and 7%, against 5% at 9 Ry. The numerical check tests the tail expansion, the lattice sums and the radial relations separately, as well as the crystal energies.

## Numbers as computed

```
tail expansion, largest error (dimensionless): 1.9e-14
s band, k->0: S*(ks)^2 = -5.9996 (dimensionless)
p band, k->0: S = [-11.9999   5.9999   6.    ] (dimensionless)
fcc s top: S = 1.809, 1/D = -0.095 (dimensionless)
fcc p sampled range: S = -11.959 to 5.980 (dimensionless)
fcc d sampled range: S = -16.404 to 10.940, width 27.344
fcc d edges: D_bottom = 0.1063, 1/D_top = 0.0181
bcc d sampled range: S = -16.187 to 12.292, width 28.479
bcc d edges: D_bottom = 0.0907, 1/D_top = 0.0420
fcc d second moment: mesh 45.823, direct 45.823 (dimensionless)
fcc d third moment: -71.78 (dimensionless)
rectangular width from second moment: 23.449 (dimensionless)
well: depth 9.0 Ry, radius 1.5 bohr, s 2.7 bohr
fcc lattice constant: 6.9090 bohr
half nearest-neighbour distance / s: 0.9047
rule bottom D=0: E = -0.1961 Ry
rule centre D=-3: E = -0.0170 Ry
rule top D=infinity: E = 0.1542 Ry
canonical mean energy: -0.0072 Ry; second-order estimate -0.0069 Ry
curvature d2E/dP2 at P=0: 4.412e-04 Ry
Gamma xy: S = -2.744, E canonical -0.0564 Ry, plane waves -0.0557 Ry
   plane-wave state at s: D = -1.929, 1/D = -0.5185
Gamma x2-y2: S = 4.116, E canonical 0.0483 Ry, plane waves 0.0494 Ry
   plane-wave state at s: D = -6.526, 1/D = -0.1532
X xy: S = -14.595, E canonical -0.1923 Ry, plane waves -0.1947 Ry
   plane-wave state at s: D = -0.014, 1/D = -72.6893
X x2-y2: S = 9.127, E canonical 0.1376 Ry, plane waves 0.1384 Ry
   plane-wave state at s: D = -54.027, 1/D = -0.0185
X xz: S = 10.936, E canonical 0.1722 Ry, plane waves 0.1729 Ry
   plane-wave state at s: D = 57.357, 1/D = 0.0174
X xy energy drop, cutoff 15 to 20 (2pi/a): 0.00160 Ry
width by rules: 0.3503 Ry = 4.766 eV
width X xy to X xz, plane waves: 0.3676 Ry = 5.001 eV
```
